# Coherency strain as a macroscopic nucleation barrier in metal-hydrogen systems

A model metal crystal, treated as periodic, has a strain-free hydride plateau at 10 Torr at 300 K. When metal and hydride must share one unbroken lattice, the hydride forms at 58 Torr and decomposes at 1.7 Torr, a ratio of about 34. The interface between the phases has been given no energy, so the usual surface term of nucleation cannot be the cause. The cause is an elastic energy that depends on the mean composition of the whole crystal.

## Setting and theorem

A crystal of $N$ metal atoms exchanges hydrogen with a gas at fixed temperature $T$. Let $c(\mathbf x)$ be the local number of hydrogen atoms per metal atom, $\bar c$ its mean, $f(c)$ the free energy per metal atom of uniform, stress-free material, and $\mu$ the chemical potential per hydrogen atom. The assumptions are as follows.

1. The lattice is coherent, with no dislocations or cracks. Hydrogen produces the stress-free strain $\alpha c\,\delta_{ij}$.
2. Elasticity is linear and cubic, with constants independent of $c$ and $C_{44}\ge (C_{11}-C_{12})/2>0$.
3. The body is periodic and its mean strain is free. Other relaxation at an outer surface is left out.
4. Interfaces and composition gradients cost nothing.

Let $v$ be the volume per metal atom and define

$$Y=\frac{(C_{11}+2C_{12})(C_{11}-C_{12})}{C_{11}},\qquad A=vY\alpha^2,\qquad g(c)=f(c)+Ac^2 .$$

Suppose $g$ has one common tangent, touching at $c_1<c_2$, is strictly convex outside $[c_1,c_2]$, and $f''>0$ for $c\le c_1$ and for $c\ge c_2$.

**Theorem.** Hydride formation loses its barrier at $\mu_a=f'(c_1)$, and decomposition loses its barrier at $\mu_d=f'(c_2)$. These limits satisfy

$$\mu_a-\mu_d=2A(c_2-c_1).$$

For $\mu_d<\mu<\mu_a$, let $c_\alpha<c_1$ be the dilute solution of $f'(c_\alpha)=\mu$. The lowest barrier to hydride formation is $Nb(\mu)$, where

$$b(\mu)=\int_{c_\alpha}^{c_1}[f'(c)-\mu]\,dc+\frac{(\mu_a-\mu)^2}{4A}.$$

The barrier is macroscopic because it is proportional to $N$.

## Lemma 1: the least coherency energy

**Lemma.** The elastic energy per volume is at least $Y\alpha^2(\overline{c^2}-\bar c^2)$. Layers normal to a cube axis attain this value.

**Proof.** The free mean strain accommodates $\bar c$, leaving the Fourier components $c_{\mathbf k}$ with $\mathbf k\ne0$. Put $\mathbf n=\mathbf k/|\mathbf k|$ and write the displacement component as $\mathbf u_{\mathbf k}=-i\alpha c_{\mathbf k}\mathbf w/|\mathbf k|$. Its strain is $\tfrac12\alpha c_{\mathbf k}(n_iw_j+n_jw_i)$. Let $K=(C_{11}+2C_{12})/3$ and $\Gamma_{ik}=C_{ijkl}n_jn_l$. Cubic symmetry gives $C_{ijkl}\delta_{kl}=3K\delta_{ij}$, so the energy density of the component is

$$\tfrac12\alpha^2|c_{\mathbf k}|^2\left[\mathbf w\cdot\Gamma\mathbf w-6K\,\mathbf n\cdot\mathbf w+9K\right].$$

Setting the derivative with respect to $\mathbf w$ to zero gives $\mathbf w=3K\Gamma^{-1}\mathbf n$. Substitution yields

$$Y(\mathbf n)\alpha^2|c_{\mathbf k}|^2,\qquad Y(\mathbf n)=\frac{9K}{2}\left[1-K\,\mathbf n\cdot\Gamma^{-1}\mathbf n\right].$$

The softest direction has the largest $\mathbf n\cdot\Gamma^{-1}\mathbf n$. For any vector $\mathbf u$, put $x_i=n_iu_i$. Then

$$\mathbf u\cdot\Gamma\mathbf u=C_{11}\sum_i x_i^2+2C_{12}\sum_{i<j}x_ix_j+C_{44}\sum_{i<j}(n_iu_j+n_ju_i)^2 .$$

Since $(\mathbf n\cdot\mathbf u)^2=\sum_i x_i^2+2\sum_{i<j}x_ix_j$,

$$\mathbf u\cdot\Gamma\mathbf u-C_{11}(\mathbf n\cdot\mathbf u)^2=\sum_{i<j}\left[C_{44}(n_iu_j+n_ju_i)^2-2(C_{11}-C_{12})x_ix_j\right].$$

A term with $x_ix_j\le0$ is nonnegative. If $x_ix_j>0$, the identity $(n_iu_j+n_ju_i)^2=(n_iu_j-n_ju_i)^2+4x_ix_j$ shows that the term is at least $[4C_{44}-2(C_{11}-C_{12})]x_ix_j\ge0$. Hence $\mathbf u\cdot\Gamma\mathbf u\ge C_{11}(\mathbf n\cdot\mathbf u)^2$. Choosing $\mathbf u=\Gamma^{-1}\mathbf n$ gives $q\ge C_{11}q^2$ for $q=\mathbf n\cdot\Gamma^{-1}\mathbf n$, and therefore $q\le1/C_{11}$. A cube axis attains equality. There

$$Y=\frac{3(C_{11}+2C_{12})}{2}\,\frac{2(C_{11}-C_{12})}{3C_{11}},$$

which is the stated $Y$. Finally, $\sum_{\mathbf k\ne0}|c_{\mathbf k}|^2=\overline{c^2}-\bar c^2$. ∎

A full minimization over displacements on a $5\times5\times5$ periodic grid tested this lemma. A random composition field had 1.71 times the lower bound, while layers normal to a cube axis reached it.

## Lemma 2: the free energy at fixed hydrogen content

**Lemma.** The least free energy per metal atom at mean composition $\bar c$ is

$$F(\bar c)=g^{**}(\bar c)-A\bar c^2,$$

where $g^{**}$ is the largest convex function that does not exceed $g$.

**Proof.** Multiplying the elastic energy density by $v$ and adding the chemical part gives, for the best arrangement of a given set of compositions,

$$\overline f+A(\overline{c^2}-\bar c^2)=\overline g-A\bar c^2 .$$

Because $g\ge g^{**}$ and $g^{**}$ is convex, $\overline g\ge\overline{g^{**}}\ge g^{**}(\bar c)$. Outside $[c_1,c_2]$ a uniform crystal attains the bound. Inside, layers of compositions $c_1$ and $c_2$ attain it. ∎

In the two-phase range, let $\mu_g=g'(c_1)=g'(c_2)$ be the slope of the common tangent. Then

$$F(\bar c)=g(c_1)+\mu_g(\bar c-c_1)-A\bar c^2,$$

$$F'(\bar c)=\mu_g-2A\bar c,\qquad F''(\bar c)=-2A .$$

The phase compositions stay fixed while their amounts change, but the chemical potential falls as hydrogen enters. A closed crystal can hold such a mixture because its $\bar c$ is fixed. In an open crystal the mixture sits at a maximum with respect to $\bar c$: a little extra hydrogen lowers the chemical potential in the crystal below that of the gas, and more hydrogen follows.

## Proof of the theorem

At fixed $\mu$ the relevant energy per metal atom is $F(\bar c)-\mu\bar c$. Its slope is $F'(\bar c)-\mu$. For $\bar c\le c_1$ we have $F'=f'$, which increases. At $c_1$ the two branches join, since

$$\mu_g-2Ac_1=g'(c_1)-2Ac_1=f'(c_1)=\mu_a .$$

The slope $F'$ then falls linearly to $\mu_g-2Ac_2=f'(c_2)=\mu_d$ at $c_2$, and rises again as $f'$. Subtracting the two end values gives $\mu_a-\mu_d=2A(c_2-c_1)$.

Take $\mu_d<\mu<\mu_a$. Starting at $c_\alpha$, the energy rises until $\mu_g-2A\bar c=\mu$, that is, until

$$\bar c_{\mathrm{top}}=c_1+\frac{\mu_a-\mu}{2A}.$$

It then falls until the uniform hydride is reached. The rise in the two-phase range is

$$\int_0^{(\mu_a-\mu)/2A}\left[\mu_a-\mu-2Ay\right]dy=\frac{(\mu_a-\mu)^2}{4A},$$

and the uniform uptake from $c_\alpha$ to $c_1$ supplies the integral in $b(\mu)$.

No other route is lower. The hydrogen content changes continuously on any path from metal to hydride, so the path must pass $\bar c_{\mathrm{top}}$, where its energy is at least $N[F(\bar c_{\mathrm{top}})-\mu\bar c_{\mathrm{top}}]$. The bound is attained by uniform uptake to $c_1$, followed by growth of a layer of composition $c_2$. At $\mu=\mu_a$ the rise has vanished and the energy goes downhill from $c_1$. The same argument in reverse gives $\mu_d$. ∎

**Remark on a small nucleus.** Convert a vanishing fraction of a uniform crystal at $c_\alpha$ to composition $c'$. The energy per converted metal atom is

$$w(c')=g(c')-g(c_\alpha)-g'(c_\alpha)(c'-c_\alpha).$$

To see this, expand $\overline g-A\bar c^2-\mu\bar c$ to first order in the fraction and use $\mu+2Ac_\alpha=g'(c_\alpha)$. For $c_\alpha<c_1$ the tangent at $c_\alpha$ lies below $g$, so $w>0$. An ordinary nucleus gains volume energy and pays for surface. Here the volume term itself is unfavourable until a finite fraction of the crystal has transformed.

## Pressure and a lattice-gas example

For an ideal gas of H$_2$, the chemical potential per hydrogen atom is $\tfrac12kT\ln p$ plus a function of temperature. The factor one half arises because one molecule supplies two atoms. Therefore

$$\ln\frac{p_a}{p_d}=\frac{2(\mu_a-\mu_d)}{kT}=\frac{4A(c_2-c_1)}{kT}.$$

As a model of $f$, let there be $s$ usable sites per metal atom and put $\theta=c/s$:

$$f=s\{kT[\theta\ln\theta+(1-\theta)\ln(1-\theta)]+W\theta(1-\theta)\}.$$

This is a mean-field form. Energies are measured so that $\mu=0$ is the strain-free plateau. Since $\theta^2=\theta-\theta(1-\theta)$,

$$Ac^2=s\left[As\,\theta-As\,\theta(1-\theta)\right].$$

Coherency thus replaces $W$ by $W-As$ and adds a linear term, which sets the tangent slope $\mu_g=As$. The tangent condition is

$$kT\ln\frac{\theta}{1-\theta}+(W-As)(1-2\theta)=0 .$$

With $m=1-2\theta_1=(c_2-c_1)/s$, the logarithm at $\theta_1$ is $-2\,\mathrm{artanh}\,m$, so

$$m=\tanh\frac{(W-As)m}{2kT}.$$

The symmetry $c_1+c_2=s$ also gives $\mu_a=As-2Ac_1=A(c_2-c_1)=-\mu_d$.

The chosen values are $C_{11},C_{12},C_{44}=230,175,70$ GPa, $\alpha=0.06$, $v=0.015$ nm$^3$, $s=0.6$, $W=0.100$ eV and $T=300$ K, where $kT=0.02585$ eV. They give

$$Y=\frac{580\times55}{230}=138.7\ \text{GPa},\qquad A=0.04675\ \text{eV}.$$

The coherent compositions are $c_1=0.057$ and $c_2=0.543$. Hence

$$\mu_a=0.04675\times0.4861=0.0227\ \text{eV},$$

$$p_a=10\exp(2\times0.02272/0.02585)=58\ \text{Torr},$$

and $p_d=1.7$ Torr.

A slow sweep of $\mu$ tested these limits. The crystal was divided into 200 equal cells, and each cell in turn took its best composition, so that a small nucleus was always available. The jumps came at $\pm0.0229$ eV, with a sweep step of 0.00025 eV. On uptake, $\bar c$ went from 0.056 to 0.595 in one step. The final value exceeds $c_2$ because the fully converted crystal takes up more hydrogen until $f'(c)=\mu$. With $A=0$, both jumps came at the first sampled value beyond $\mu=0$. In this model, removing the strain removes the hysteresis.

## Size of the barrier

On the strain-free plateau, $\mu=0$, the two-phase part of the barrier is

$$\frac{\mu_a^2}{4A}=\frac{A(c_2-c_1)^2}{4}=2.76\ \text{meV}$$

per metal atom. Uniform uptake from $c_\alpha=0.0148$ to $c_1$ adds 0.64 meV. A sphere 20 nm in diameter contains $N=2.79\times10^5$ metal atoms. For a periodic body with this number of atoms, the barrier is

$$2.79\times10^5\times3.40\ \text{meV}\approx950\ \text{eV},$$

or about $3.7\times10^4\,kT$.

A free sphere has a lower barrier because its surface can relax. A composition that varies linearly across a free body causes no stress. Let the hydride fill the cap $z>hR$ of a sphere of radius $R$, with $z$ along a cube axis. Its volume fraction is $\omega=(2-3h+h^3)/4$. Subtract the best linear profile from the composition step and let the remainder relax as flat layers. For a composition difference $\Delta c$, the elastic energy per metal atom is then at most

$$A(\Delta c)^2\left[\omega(1-\omega)-\frac{45}{256}(1-h^2)^4\right].$$

At $\mu=0$ the strain-free compositions 0.0148 and 0.5852 have no chemical cost, and the bracket never exceeds 0.0824. Without interface energy, the barrier of the free sphere is therefore at most 1.25 meV per metal atom, or about 350 eV.

A small hydride nucleus is not even metastable on this plateau. A stationary nucleus needs $g'(c')=g'(c_\alpha)=2Ac_\alpha=0.0014$ eV. The local minimum of $g'$ on the hydride side lies where $\theta(1-\theta)=kT/[2(W-As)]=0.180$, or $\theta=0.765$, and there $g'\approx0.020$ eV. So $w(c')$ rises steadily with $c'$. It has no minimum on the hydride side, and at $c'=0.40$ it is already 0.0108 eV per converted metal atom.

Close to the limit, put $\delta=\mu_a-\mu$. To leading order $f'$ is linear near $c_1$, and the integral in $b$ is a triangle of height $\delta$ and base $\delta/f''(c_1)$:

$$b\simeq\delta^2\left[\frac{1}{2f''(c_1)}+\frac{1}{4A}\right].$$

If a total barrier of $40\,kT$ is taken as passable in the periodic body with this $N$, the threshold falls by $\delta=0.67$ meV, and the formation pressure drops from 58 to 55 Torr. Since $\delta\propto N^{-1/2}$ at fixed temperature, thermal activation matters less in larger coherent crystals.

## When uniform uptake becomes unstable first

The condition $f''(c_1)>0$ can fail. If $f''$ vanishes at $c_s<c_1$, then $F'$ reaches its maximum at $c_s$, and the formation limit becomes $f'(c_s)$. The whole crystal then starts to fill uniformly. For the lattice gas, $f''=0$ gives

$$\theta_s=\tfrac12\left(1-\sqrt{1-2kT/W}\right).$$

With the example's other parameters fixed, this happens above 357 K. At 400 K the uniform limit is 0.0124 eV, and a sweep of the same kind jumped at 0.0126 eV. Above $(W-As)/2k=417$ K, $g$ is convex and no coherent mixture lowers the free energy at fixed $\bar c$. Hysteresis from the uniform instability persists in the model up to the strain-free critical temperature, $W/2k=580$ K.

The arrangement of the phases matters too. Layers normal to $\langle111\rangle$ have a modulus of 283 GPa and a coherent critical temperature of 248 K, so at 300 K they give no stable separation at fixed $\bar c$.

An isotropic free sphere with a core of volume fraction $\omega$ is a second case. In an infinite body, the variance law gives a core with misfit $\varepsilon$ the energy $Y_{\rm iso}\varepsilon^2$ per core volume. This equals $\tfrac32\varepsilon P$, so the core pressure is $P=\tfrac23Y_{\rm iso}\varepsilon$. The radial stress outside falls as $-Pa^3/r^3$, where $a$ is the core radius. Freeing the surface adds a uniform tension $\omega P$, and the energy per total volume becomes $Y_{\rm iso}\varepsilon^2\omega(1-\omega)$, the same variance law. A radial energy minimization at $\omega=0.6^3$ confirmed it.

With the averaged shear modulus of 53 GPa and Poisson ratio $\nu=0.374$, $Y_{\rm iso}=2G(1+\nu)/(1-\nu)\approx233$ GPa. For concentric arrangements the coherent critical temperature is then about 307 K, and $m\approx0.26$ at 300 K. This is below $\sqrt{1-2kT/W}=0.695$, so the uniform instability comes before the formation of a concentric core. Off-centre arrangements are not covered: in a free isotropic sphere a composition that varies linearly across the body causes no stress, so they can cost less. The uniform limit is

$$0.02585\ln\frac{0.1525}{0.8475}+0.100\times0.695=0.025\ \text{eV},$$

which corresponds to a pressure ratio of about 49.

## What real particles change

The parameters are rough values in the regime of palladium hydride, and the symmetric $f$ is not a fitted isotherm. Bulk palladium near room temperature shows a pressure ratio of only roughly 2, far below the model's 34. One assumption that can fail is perfect coherence. To relieve a misfit $\varepsilon=0.0292$ in a layer of thickness $h$, two crossed dislocation arrays of spacing $b_d/\varepsilon$ are needed. With a line energy $Gb_d^2[\ln(h/b_d)+1]/[4\pi(1-\nu)]$, they cost as much as the stored energy $Y\varepsilon^2h$ when

$$h=\frac{Gb_d}{2\pi(1-\nu)\varepsilon Y}\left[\ln\frac h{b_d}+1\right].$$

For $b_d=0.28$ nm this gives about 3 nm. The estimate is for a layer with one interface on a much thicker substrate; a buried layer needs arrays on both faces, which raises the thickness to about 8 nm. It does not carry over to a free 20 nm sphere. Even with the logarithm taken at 3 nm, the arrays cost 0.38 J/m$^2$, or about 740 eV across the midplane, which is more than twice the 350 eV upper bound on the coherent energy there. Full relief is therefore favoured in large crystals, but not in this particle. Setting $A=0$ removes the model's hysteresis. The plastic work of creating and moving dislocations is left out, however, and it is itself a source of hysteresis, so the model does not predict the bulk ratio. Whether dislocations form is a separate kinetic question. The stress in a thin layer, $Y\varepsilon=4.0$ GPa, resolves with factor $1/\sqrt6$ to 3% of the averaged shear modulus, or 4% of the modulus $(C_{11}-C_{12}+C_{44})/3=42$ GPa of the $\{111\}\langle110\rangle$ slip system. At half conversion the layer stress is half as large. My conjecture is that small particles without defects can stay coherent, whereas bulk metal with existing dislocations does not.

Other neglected effects depend on size, stiffness and shape.

- An interface energy of 0.05 J/m$^2$ across the middle of the particle adds 98 eV, which is 28% of the 350 eV upper bound for the free sphere. The interface term scales as the diameter squared and the elastic bound as its cube, so the interface term exceeds even the upper bound below about 6 nm. The true elastic energy lies below the bound, so the actual crossover is at a larger diameter.
- Elastic constants 10% softer throughout reduce the pressure ratio from 34 to 26.
- A free plate can bend. For a hydride layer filling a fraction $\omega$ from one face, removing the best linear strain profile changes $\omega(1-\omega)$ to $\omega(1-\omega)[1-3\omega(1-\omega)]$. At half conversion and fixed compositions, a quarter of the flat-plate strain energy remains. The slope at $\omega\to0$ is unchanged, so bending lowers the barrier but not the cost of starting such a layer.

Nuclei at corners, or islands on a free surface, lie outside assumption 3 and may start at a lower pressure. The theorem therefore gives the limits for the stated coherent body, not a prediction for every particle.

## Numbers as computed

```
Elastic constants C11, C12, C44: 230, 175, 70 GPa
Strain per H/M: 0.060; volume per metal atom: 0.0150 nm^3
Usable sites per metal atom: 0.60; W: 0.100 eV per site
Temperature: 300 K; kT: 0.02585 eV
Chosen strain-free plateau: 10.0 Torr
Bulk modulus K: 193.3 GPa
Coherency modulus Y, <100>: 138.7 GPa; <111>: 283.3 GPa
Random 3D field, energy/(Y variance): 1.710
Core-shell sphere, computed/law: 1.00000
Strain parameter A: 0.04675 eV; A*s: 0.02805 eV
Critical temperature, strain-free: 580.2 K
Critical temperature, coherent <100>: 417.5 K
Critical temperature, coherent <111>: 247.9 K
Uniform instability comes first above: 356.9 K
Coherent compositions c1, c2: 0.0570, 0.5430 H/M
Composition gap c2-c1: 0.4861 H/M; misfit: 2.92 %
Curvature f'' at c1: 0.1681 eV
Tangent slope mu_g: 0.02805 eV
Formation limit mu_a: 0.02272 eV; swept cells: 0.02288 eV
Decomposition limit mu_d: -0.02272 eV; swept cells: -0.02288 eV
Mean H/M before and after uptake jump: 0.0563, 0.5945
Sweep step: 0.00025 eV; number of cells: 200
No-strain control jumps: 0.000125, -0.000125 eV
At 400 K, uniform limit: 0.01237 eV; swept: 0.01263 eV
Hysteresis in mu: 0.04544 eV
Formation pressure: 58.00 Torr; decomposition: 1.724 Torr
Pressure ratio: 33.64; its logarithm: 3.516
Dilute composition at plateau: 0.0148 H/M
Best vanishing nucleus: 0.4000 H/M; cost: 0.01075 eV per converted metal atom
Plateau barrier: 3.3999 meV per metal atom
  uniform-uptake part: 0.6387 meV
  two-phase part: 2.7611 meV
Particle diameter: 20 nm; metal atoms: 2.7925e+05
Total plateau barrier: 949.4 eV = 3.673e+04 kT
Threshold lowering for a 40 kT barrier: 0.674 meV
Formation pressure with that lowering: 55.05 Torr
Assumed interface energy: 0.050 J/m^2
Midplane interface: 98.0 eV; share of barrier: 0.103
Diameter where the two are equal: 2.07 nm
Average shear modulus: 53.0 GPa; Poisson ratio: 0.374
Assumed Burgers vector: 0.28 nm
Dislocation relief favourable above about: 3.21 nm
Coherency stress in a thin layer: 4.04 GPa
Resolved shear / shear modulus: 0.0312
Bent/flat plate strain energy at half conversion: 0.250
Pressure ratio with 10 % softer moduli: 26.24
```
